# Eyre Convex Splitting for Cahn–Hilliard Interdiffusion with Discrete Energy Decay

## What fails without the splitting

A closed interdiffusion couple at fixed temperature must lower its free energy. A time-stepping formula can violate this even when its algebraic equations are solved without error. For a small composition wave in the scaled units defined below, a backward Euler step of length 8.5 has a solution whose energy is higher than that of the starting state by $4.8\times10^{-3}$. From the same state and with the same step, Eyre's scheme lowers the energy by $5.1\times10^{-2}$.

Eyre's scheme treats the convex part of the free energy at the new time and the concave part at the old time. For a quartic double well on a periodic grid, each step then has one solution and cannot raise the discrete energy, whatever the step length. This is a statement about stability. Accuracy is a separate matter and limits the useful step.

## Model and scaling

Let $c$ be the mole fraction of B in a binary A–B system, and take

$$F=\int\left[W(c-c_\alpha)^2(c_\beta-c)^2+\frac{\kappa}{2}|\nabla c|^2\right]dV,\qquad \frac{\partial c}{\partial t}=M\nabla^2\frac{\delta F}{\delta c}.$$

The mobility $M$ and the gradient coefficient $\kappa$ are positive constants. Elastic stress, molar-volume changes and thermal noise are left out. With $\Delta=c_\beta-c_\alpha$, define

$$u=\frac{2c-c_\alpha-c_\beta}{\Delta}.$$

Then $c-c_\alpha=\Delta(1+u)/2$ and $c_\beta-c=\Delta(1-u)/2$, so the local energy is $W\Delta^4(1-u^2)^2/16$. Its barrier, at $u=0$, is $H=W\Delta^4/16$. Setting $f_0=4H$ and $\varepsilon^2=\kappa\Delta^2/(4f_0)$ and using $\nabla c=(\Delta/2)\nabla u$ gives

$$F=f_0\int\left[\frac{(1-u^2)^2}{4}+\frac{\varepsilon^2}{2}|\nabla u|^2\right]dV.$$

A derivative with respect to $c$ is $2/\Delta$ times one with respect to $u$. Hence

$$\frac{\Delta}{2}\frac{\partial u}{\partial t}=M\frac{2f_0}{\Delta}\nabla^2(u^3-u-\varepsilon^2\nabla^2u).$$

With $D_0=4Mf_0/\Delta^2$, length in units of $\varepsilon$ and time in units of $\varepsilon^2/D_0$, this becomes

$$u_t=\nabla^2(u^3-u-\nabla^2u).$$

At $u=\pm1$ the derivative of $u^3-u$ is 2, so the long-wave interdiffusion coefficient in either equilibrium phase is $2D_0$.

## Grid and scheme

Use a uniform periodic grid of spacing $h$ in any dimension. Let $D$ be the vector of forward differences, $L$ the standard nearest-neighbour Laplacian, and $\langle a,b\rangle$ the sum of $ab$ over grid points times the cell volume, with $\|a\|^2=\langle a,a\rangle$. In one dimension, shifting the index of one term gives

$$\sum_j a_j\frac{(Db)_j-(Db)_{j-1}}{h}=\sum_j\frac{a_j-a_{j+1}}{h}(Db)_j=-\sum_j(Da)_j(Db)_j.$$

Periodicity removes the end terms. Adding the directions gives $\langle a,Lb\rangle=-\langle Da,Db\rangle$ in any dimension. The choice $a=1$ shows that $Lb$ sums to zero.

The discrete energy is

$$E(u)=\left\langle\frac{(1-u^2)^2}{4},1\right\rangle+\frac12\|Du\|^2.$$

The well equals $(u^4+1)/4-u^2/2$, a difference of two convex functions. The first part and the gradient energy are taken at the new state $v$, the second at the old state $u$:

$$v-u=\tau L\mu,\qquad \mu=v^3-u-Lv. \tag{1}$$

Since $L\mu$ sums to zero, the mean composition is conserved.

## Existence and uniqueness of the step

On fields of zero mean, $-L$ is positive definite: $\langle w,-Lw\rangle=\|Dw\|^2$ vanishes only for constant $w$. Let $G$ be its inverse there, and write $\|w\|_{-1}^2=\langle w,Gw\rangle$. Among all $v$ with the mean of $u$, consider

$$\Phi(v)=\frac{\|v-u\|_{-1}^2}{2\tau}+\left\langle\frac{v^4}{4},1\right\rangle+\frac12\|Dv\|^2-\langle u,v\rangle.$$

For a variation $w$ of zero mean, the second variation is

$$\frac{\|w\|_{-1}^2}{\tau}+\langle3v^2w,w\rangle+\|Dw\|^2>0\quad(w\ne0).$$

Thus $\Phi$ is strictly convex. The quartic term outgrows the linear one, so $\Phi$ tends to infinity with $v$. It therefore has one minimum. There the first variation vanishes for every zero-mean $w$, which leaves a constant $\lambda$:

$$\frac{G(v-u)}{\tau}+v^3-Lv-u=\lambda.$$

Applying $-L$ removes $\lambda$ and gives equation (1). Conversely, applying $G$ to (1) returns this condition. Equation (1) thus has one solution for every real $u$ and every $\tau>0$.

## Proof of energy decay

Put $d=v-u$. The three parts of the energy are expanded so that the terms of $\mu$ appear.

For the quartic part,

$$\frac{v^4-u^4}{4}=v^3d-q,\qquad q=\frac{u^4+3v^4-4uv^3}{4}.$$

Multiplying out confirms $u^4+3v^4-4uv^3=(v-u)^2(u^2+2uv+3v^2)$, because the $u^2v^2$ terms have coefficients $1-4+3=0$ and the $u^3v$ terms cancel. Therefore

$$q=\frac{d^2}{4}\left[(u+v)^2+2v^2\right]\ge0.$$

For the concave part, $v+u=2u+d$ gives

$$-\frac{v^2-u^2}{2}=-\frac{d(2u+d)}{2}=-ud-\frac{d^2}{2}.$$

For the gradient part, insert $Du=Dv-Dd$ and sum by parts:

$$\frac{\|Dv\|^2-\|Du\|^2}{2}=\langle Dv,Dd\rangle-\frac{\|Dd\|^2}{2}=-\langle Lv,d\rangle-\frac{\|Dd\|^2}{2}.$$

The terms linear in $d$ add to $\langle v^3-u-Lv,d\rangle=\langle\mu,d\rangle$. The rest is $-R$, where

$$R=\left\langle\frac{d^2}{4}\left[(u+v)^2+2v^2\right]+\frac{d^2}{2},1\right\rangle+\frac12\|Dd\|^2\ge0.$$

By (1), $\langle\mu,d\rangle=\tau\langle\mu,L\mu\rangle=-\tau\|D\mu\|^2$. Hence

$$\boxed{E(v)-E(u)=-\tau\|D\mu\|^2-R\le0.} \tag{2}$$

No bound on $u$, $h$ or $\tau$ was used. If the energy stays equal, then $R=0$ forces $d=0$, and $D\mu=0$ makes $u^3-u-Lu$ constant: the state is stationary. A stationary state, in turn, solves (1) with $v=u$.

The first term in (2) is the loss by diffusion down the gradient of the scheme's potential. The second is a loss made by the time discretization. Since $E\ge0$, the sum of both over all steps is at most the initial energy. As $R\ge\|d\|^2/2$, the changes $d$ tend to zero in a long run.

## Solving the nonlinear equations

Let $r(v)=v-u-\tau L(v^3-u-Lv)$. Newton's method solves $Jw=-r$ with

$$J=I-\tau L\,\mathrm{diag}(3v^2)+\tau L^2.$$

To see that $J$ is invertible, suppose $Jw=0$ and set $z=3v^2w-Lw$. Then $w=\tau Lz$ has zero mean, and

$$\langle z,w\rangle=-\tau\|Dz\|^2\le0,\qquad \langle z,w\rangle=\langle3v^2w,w\rangle+\|Dw\|^2\ge0.$$

Both must vanish, so $w$ is constant, and its zero mean makes it zero.

On the fixed-mean set, let $g=G(v-u)/\tau+v^3-Lv-u$ be the gradient of $\Phi$ and $B=G/\tau+3v^2-L$ its second derivative. Then $r=-\tau Lg$ and $Jw=-\tau LBw$. The Newton direction satisfies $Bw=-g$ up to a constant, so $\langle g,w\rangle=-\langle w,Bw\rangle<0$ until the solution is reached. It is a descent direction for $\Phi$.

```
function EYRE_STEP(u, tau):
    v = u
    repeat:
        r = v - u - tau*L(v^3 - u - L v)
        J = I - tau*L*diag(3 v^2) + tau*L*L
        solve J w = -r
        g = G(v - u)/tau + v^3 - L v - u
        s = 1
        while Phi(v + s w) > Phi(v)
                             + 1e-4*s*<g,w> + slack:
            s = s/2
        v = v + s w
        if s == 1 and max|w| < 1e-8: return v
```

The slack covers rounding in $\Phi$; a value of $10^{-12}(1+|\Phi|)$ serves here. Without rounding, the search converges. The iterates stay in a bounded set, on which the second derivative lies between positive bounds. A Taylor expansion then gives an accepted $s$ bounded away from zero and a decrease of at least a fixed multiple of $\|w\|^2$. Since $\Phi$ is bounded below, $w\to0$. Close to the minimum the decrease for $s=1$ approaches $-\langle g,w\rangle/2$, which passes the test, so full Newton steps return.

## Cost

With $N$ unknowns, a dense factorization costs of order $N^3$ operations per Newton iteration and $N^2$ storage. This is adequate for a few hundred points. For larger grids $J$ should be stored as a sparse matrix: $L^2$ couples only first and second neighbours and, in more than one dimension, diagonal neighbours. In one dimension $J$ has five diagonals plus periodic corner entries, so elimination with a small corner correction takes of order $N$ operations.

The operator $G$ need not be stored. A plane wave with wavevector components $k_i$ is an eigenvector of $-L$ with eigenvalue

$$K=\sum_i\frac{4}{h^2}\sin^2\frac{k_ih}{2}.$$

A fast Fourier transform, division by $K$ for every nonzero wave, and the inverse transform apply $G$ in order $N\log N$ operations. The constant wave is set to zero.

## Where backward Euler loses decay

Backward Euler replaces $\mu$ by $\mu_B=v^3-v-Lv$. Its concave term is expanded about $v$:

$$-\frac{v^2-u^2}{2}=-vd+\frac{d^2}{2}.$$

The last sign is now positive. Since $d=\tau L\mu_B$ gives $\langle\mu_B,d\rangle=-\|d\|_{-1}^2/\tau$,

$$E(v)-E(u)=-\frac{\|d\|_{-1}^2}{\tau}-\langle q,1\rangle+\frac{\|d\|^2}{2}-\frac{\|Dd\|^2}{2}.$$

Writing $d=-LGd$, summing by parts and using the Cauchy–Schwarz inequality gives $\|d\|^2=\langle DGd,Dd\rangle\le\|d\|_{-1}\|Dd\|$. The square $(\|Dd\|-\|d\|_{-1}/2)^2\ge0$ then yields

$$\frac{\|d\|^2}{2}\le\frac{\|Dd\|^2}{2}+\frac{\|d\|_{-1}^2}{8}.$$

So every backward Euler solution lowers or keeps the energy if $\tau\le8$.

Above 8 this can fail. Let $v$ be a small wave about $u=0$ with eigenvalue $K$. To first order the old state is $u=(1-\tau\sigma)v$, with $\sigma=K(1-K)$. To second order a wave has energy $-\frac12(1-K)\|u\|^2$ relative to the uniform state, so

$$E(v)-E(u)\approx\frac{1-K}{2}\left[(1-\tau\sigma)^2-1\right]\|v\|^2.$$

For $0<K<1$ this is positive when $\tau\sigma>2$. The largest $\sigma$ is $1/4$, at $K=1/2$, which returns the limit 8. The wave of the opening has seven periods on a one-dimensional periodic grid of 128 points with $h=0.5$, a length of 64. This gives $K=0.468$ and $\sigma=0.249$, hence a threshold of 8.03. For amplitude 0.05 in $v$, the energy change is $-5.5\times10^{-3}$ at $\tau=7.5$ and $+4.8\times10^{-3}$ at $\tau=8.5$.

In the rising case $1-\tau\sigma$ is negative, so the new wave has the opposite sign to the old one. It is not the only solution of that step. A minimizer of $\|v-u\|_{-1}^2/(2\tau)+E(v)$ at fixed mean also solves the backward Euler equations, and comparison with $v=u$ shows that it cannot raise the energy. Backward Euler thus always has a solution without a rise, but above $\tau=8$ a solver may find another one. Newton's method started from the old state does so here.

## Stable steps can be slow steps

Because $\mu=\mu_B+d$, equation (1) can be rearranged as

$$(1-\tau L)\frac{v-u}{\tau}=L(v^3-v-Lv).$$

This is backward Euler with an added resistance to change. At a given right-hand side, a wave with eigenvalue $K$ is slowed by the factor $1+\tau K$, most strongly at short wavelengths.

For a small wave on a uniform state $\bar u$, let $a$ and $b$ be its old and new amplitudes. Linearizing (1) gives $b-a=-\tau K[(3\bar u^2+K)b-a]$, so the growth factor is

$$g_E=\frac{b}{a}=\frac{1+\tau K}{1+\tau K(3\bar u^2+K)}.$$

The grid equation continuous in time gives $e^{\sigma\tau}$ with $\sigma=K(1-3\bar u^2-K)$. Both exceed 1 under the same condition, $3\bar u^2+K<1$, and they agree to first order in $\tau$. In the opposite limit $e^{\sigma\tau}$ grows without bound for an unstable wave, while $g_E\to1/(3\bar u^2+K)$.

For the wave above at $\bar u=0$:

| $\tau$ | Eyre factor | continuous-time factor |
|---:|---:|---:|
| 1 | 1.204 | 1.283 |
| 10 | 1.781 | 12.06 |

At $\tau=10$ the wave has grown as much as it should in a time of 2.32. At $\tau=1000$ the equivalent time is still only 3.04. A larger step does not buy the missing time.

On a fixed grid and over a fixed time, the scheme is first order. The local error of one step is of order $\tau^2$, the equations are polynomial, and the states stay bounded, so $1/\tau$ steps accumulate an error of order $\tau$. The constant depends on the grid and the data.

## Worked diffusion couple

The model parameters are round values: $c_\alpha=0.2$, $c_\beta=0.8$, $H=2.25\times10^7$ J/m³, $\kappa=10^{-9}$ J/m, and an interdiffusion coefficient of $2\times10^{-20}$ m²/s in both equilibrium phases. With $\Delta=0.6$,

$$f_0=4H=9.0\times10^7\ \mathrm{J/m^3},\qquad \varepsilon=\sqrt{\frac{10^{-9}\times0.36}{4\times9.0\times10^7}}\ \mathrm m=1.0\ \mathrm{nm}.$$

Since $D_0=10^{-20}$ m²/s, the time unit is $10^{-18}/10^{-20}=100$ s.

The periodic couple is 64 nm long and has 128 points. Its initial profile, with $x$ in nm, is

$$c=0.05+0.375\left[\tanh(x-16)-\tanh(x-48)\right],$$

which joins equal layers with $c=0.05$ and $c=0.80$. The B-rich width is measured between the points where $c=0.5$, or $u=0$; it starts at 31.6 nm. The A-rich layer is below its equilibrium composition $c_\alpha$, so B flows into it and the B-rich layer shrinks.

An accurate integration of the same grid equations gives a width of 27.69 nm after 2000 s. Eyre runs to that time give:

| step (s) | width (nm) | rms error in $c$ | $R$ share |
|---:|---:|---:|---:|
| 2000 | 30.33 | 0.070 | 56 % |
| 500 | 28.82 | 0.031 | 34 % |
| 100 | 27.96 | 0.0073 | 14 % |
| 10 | 27.72 | 0.00076 | 2.5 % |
| 5 | 27.71 | 0.00038 | 1.35 % |

The error is relative to the accurate integration, so it excludes the error of the grid. The last column is the part of the total energy loss due to $R$. Every run loses energy at every step, yet the single 2000 s step moves the layer boundaries far too little: the width falls by 1.2 nm instead of 3.9 nm. Halving the step from 10 s to 5 s divides the rms error by 1.996, as expected for first order.

Continued to equilibrium, the couple must obey the lever rule. The mean composition is 0.425, so the width should be

$$64\ \mathrm{nm}\times\frac{0.425-0.2}{0.6}=24.0\ \mathrm{nm}.$$

The long run ends at 24.0 nm, with compositions 0.200 and 0.800 in the layers. Its steps of 1000 s would be poor for the early kinetics, but a stationary state of (1) does not depend on $\tau$.

The interface energy gives a check on the grid. A flat continuum interface obeys $u''=u^3-u$, hence $u'=(1-u^2)/\sqrt2$. Its local and gradient energies are equal, and their sum is

$$\int u'^2dx=\int_{-1}^{1}\frac{1-u^2}{\sqrt2}\,du=\frac{2\sqrt2}{3}.$$

For this smooth profile, which becomes flat on both sides, replacing a grid sum by an integral makes an error smaller than any power of $h$. The correction therefore comes from the difference quotient. A forward difference equals $u'+h^2u'''/24$ at the midpoint, up to terms of order $h^4$. Squaring, halving and integrating by parts changes the energy by

$$-\frac{h^2}{24}\int u''^2dx=-\frac{h^2}{24}\sqrt2\int_{-1}^{1}u^2(1-u^2)\,du=-\frac{\sqrt2\,h^2}{90}.$$

The small adjustment of the profile enters at a higher order, because the profile is stationary. With $f_0\varepsilon=0.09$ J/m² and $h=0.5$, the continuum value 0.08485 J/m² is corrected to 0.08450 J/m². The grid gives 0.08449 J/m².

## Failure modes

**Incomplete solution.** If Newton's method stops with a zero-mean residual $r$, then $d=\tau L\mu+r$ and (2) gains the term $\langle\mu,r\rangle$. This is at most $\|D\mu\|\,\|r\|_{-1}\le\tau\|D\mu\|^2+\|r\|_{-1}^2/(4\tau)$. Decay is therefore still ensured if $\|r\|_{-1}^2\le4\tau R$. A residual with nonzero mean also changes the amount of B.

**Decay taken for accuracy.** A two-dimensional test started from random values of $u$ between $-3$ and 3, with scaled energy 1817.3. One step with $\tau=1000$ lowered it to 19.1. Diffusion accounted for 0.011 of the loss and $R$ for 1798.1. The identity held, but such a step says little about the path in time. In the couple above, the share of $R$ and the error fell together as the step was shortened, but the share is not a general measure of accuracy. For a small damped wave, a long step leaves the fraction $1/(3\bar u^2+K)$ of the starting amplitude where the continuous-time equation leaves almost nothing. For the shortest wave of the one-dimensional grid with $h=0.5$, $K=16$, this is about 6 % at $\bar u=0$, a small error, although $R$ takes more than 99 % of the loss. For damped waves of smaller $K$ the remainder is larger while the share of $R$ is about the same. Accuracy should be judged by comparing two step lengths.

**Compositions outside the physical range.** The quartic energy is finite at $c=0$ and $c=1$, so nothing in the proof keeps $c$ between them. If a calculation approaches these limits, the free energy itself needs changing, and its convex splitting must be derived again. The couple above already starts at $c=0.05$, or $u=-1.5$, where the model's interdiffusion coefficient is $(3u^2-1)D_0=5.75D_0$, almost three times its value at $c_\alpha$. Its times illustrate the scheme and do not predict the behaviour of a real alloy.

**Changed operators.** The Laplacian inside $\mu$ must be the one matched to $\|Du\|^2$. Otherwise the summation by parts breaks, and (2) no longer follows. The outer Laplacian in (1) is less restricted: it may be any symmetric operator $A$ that has no positive eigenvalues and gives zero on constants. The diffusive loss is then $-\tau\langle\mu,A\mu\rangle\ge0$. Boundaries with an imposed nonzero flux or a fixed composition can exchange matter and energy with the surroundings, so decay of $E$ alone is then not the right requirement.

The numerical output below gives the values for the tests and for the couple.

## Numbers as computed

```
2D rough data: energy before step = 1817.276 (scaled)
  tau=0.001: energy after=816.0814, diffusive loss=713.8234, R=287.3711
  tau=1: energy after=20.3496, diffusive loss=10.8815, R=1786.0448
  tau=1000: energy after=19.1311, diffusive loss=0.0113, R=1798.1335
Mode number 7: K = 0.46765 (scaled), growth rate at zero mean = 0.24895
Backward Euler threshold for this mode: tau = 8.0336
  tau=7.5: energy change backward Euler -5.545e-03, Eyre -2.959e-02
  tau=8.5: energy change backward Euler +4.812e-03, Eyre -5.120e-02
  tau=1: Eyre factor 1.2043, equivalent time 0.7466
    semidiscrete factor 1.2827
  tau=10: Eyre factor 1.7812, equivalent time 2.3188
    semidiscrete factor 12.0556
  tau=1000: Eyre factor 2.1332, equivalent time 3.0432
Limit of Eyre factor for infinite tau, zero mean: 2.1384
Barrier 2.250e+07 J/m^3, kappa 1.00e-09 J/m, D in phases 2.00e-20 m^2/s
W = 2.7778e+09 J/m^3, f0 = 9.000e+07 J/m^3, mobility = 1.000e-29 m^5/(J s)
eps = 1.0000 nm, D0 = 1.000e-20 m^2/s, time unit = 100.000 s
Couple: c = 0.05 and 0.80, length 64.0 nm, 128 points, h = 0.50 nm
Mean c = 0.42500, initial B-rich width = 31.567 nm, energy = 1.24500 J/m^2
Reference at 2000 s: width 27.6928 nm, energy 0.41870 J/m^2
  step 2000 s, 1 steps: width 30.3308 nm, energy 0.67273 J/m^2
    rms error in c 7.023e-02, share of R in energy loss 56.478 %
  step 500 s, 4 steps: width 28.8205 nm, energy 0.50016 J/m^2
    rms error in c 3.098e-02, share of R in energy loss 34.236 %
  step 100 s, 20 steps: width 27.9584 nm, energy 0.43568 J/m^2
    rms error in c 7.342e-03, share of R in energy loss 13.958 %
  step 10 s, 200 steps: width 27.7194 nm, energy 0.42040 J/m^2
    rms error in c 7.582e-04, share of R in energy loss 2.472 %
  step 5 s, 400 steps: width 27.7061 nm, energy 0.41955 J/m^2
    rms error in c 3.798e-04, share of R in energy loss 1.350 %
Error ratio on halving the step: 1.996
Long run: 300 further steps of 1000 s
Final B-rich width 24.0000 nm, lever rule 24.0000 nm
Final c range: 0.20000 to 0.80000
Interface energy: grid 0.084493 J/m^2
  continuum 0.084853 J/m^2, with grid correction 0.084499 J/m^2
```
